# Incoherent Scatterers in Series and the Drude Limit of Landauer's Formula

## From one scatterer to a chain

Suppose that the resistance of a conductor is wanted, that its length $L$ is comparable with the distance over which carriers lose their direction, and that this distance, the transport mean free path $l_{\rm tr}$, is already known from the conductivity of a large sample. A convenient formula for the transmission is $T=l/(L+l)$, and the calculation cannot go on until a length has been chosen for $l$. Putting $l=l_{\rm tr}$ looks natural, but for an isotropic band and many modes it makes the length-dependent part of the resistance too large by a factor $\pi/2$ in two dimensions and $4/3$ in three. To see why, one must know where the formula comes from and what $l$ means in it.

Take a conductor of uniform cross-section between two large reservoirs. At the Fermi energy it carries $M$ transverse modes for each spin direction. A carrier arriving in mode $n$ from the left leaves on the right in mode $m$ with probability $T_{mn}$, or returns to the left in mode $m$ with probability $R_{mn}$. The transmission per mode is the average over incoming modes of the total probability of getting across,

$$
T=\frac1M\sum_{m,n}T_{mn},\qquad R=\frac1M\sum_{m,n}R_{mn}.
$$

Every incoming carrier must go somewhere, so $\sum_m(T_{mn}+R_{mn})=1$ for each $n$. Summing over the $M$ values of $n$ and dividing by $M$ gives $T+R=1$.

Carriers arriving from the right have a transmission $T'$ of their own. For an elastic scatterer it equals $T$. The amplitudes form a unitary scattering matrix, so the squared moduli add up to one along each row as well as along each column. A column collects everything that comes from one incoming mode; a row collects everything that arrives in one outgoing mode. Adding the rows that belong to outgoing modes on the left gives $MR+MT'=M$. Comparison with $MR+MT=M$ shows that $T'=T$, and therefore $R'=R$.

The conductance follows by counting carriers. In one mode and for one spin, a length interval contains $dk/2\pi$ states per unit length in the range $dk$ of longitudinal wave number. Each moves with velocity $v=\hbar^{-1}dE/dk$, so the number of carriers arriving per unit time is

$$
v\,\frac{dk}{2\pi}=\frac{1}{2\pi\hbar}\,dE=\frac{dE}{h}.
$$

The velocity has cancelled: a reservoir sends the same flux into every mode. At zero temperature, let a small voltage $V$ raise the filling of one reservoir by $eV$ above that of the other. At lower energies both reservoirs inject carriers, and the two transmitted streams cancel because $T'=T$. In the window of width $eV$ just one of them injects. With two spin directions the current is $I=e\cdot2\cdot(eV/h)\cdot MT$, and

$$
G=\frac IV=\frac{2e^2}{h}\,M\,T .
\tag{1}
$$

This is the Landauer formula for linear response, with $T$ the transmission per mode. The transmission has been taken as constant across the small window.

Now place two scatterers one behind the other, with transmissions $T_1$ and $T_2$. Two assumptions are needed before these numbers alone can determine the transmission of the pair. The first is that the phase of the wave is lost between the scatterers, without a change of energy, so that probabilities add instead of amplitudes. The second concerns the modes. The number $T_2$ is an average over equally filled incoming modes, so it describes what happens at the second scatterer if the flux that reaches it is spread equally over the modes. The same must hold for every stream that returns to the first scatterer. This will be called equal mode filling. It is automatic if there is a single mode, and otherwise it is a real restriction.

Send unit flux in from the left. A fraction $T_1$ enters the gap, and a fraction $T_2$ of that leaves on the right, which contributes $T_1T_2$. The part $T_1R_2$ turns back, the part $T_1R_2R_1$ turns forward again, and a fraction $T_2$ of this escapes. Each further round trip multiplies the contribution by $R_1R_2$. Hence

$$
T_{12}=T_1T_2\left[1+R_1R_2+(R_1R_2)^2+\cdots\right]
=\frac{T_1T_2}{1-R_1R_2},
\tag{2}
$$

where the geometric series converges because $R_1R_2<1$ when at least one scatterer transmits.

The denominator can be written in terms of transmissions:

$$
1-R_1R_2=1-(1-T_1)(1-T_2)=T_1+T_2-T_1T_2 .
$$

For non-zero transmissions, inverting equation (2) then gives

$$
\frac1{T_{12}}=\frac{T_1+T_2-T_1T_2}{T_1T_2}
=\frac1{T_2}+\frac1{T_1}-1 .
$$

Subtract one from both sides and share the two units between the two terms:

$$
\frac{1-T_{12}}{T_{12}}
=\frac{1-T_1}{T_1}+\frac{1-T_2}{T_2}.
\tag{3}
$$

The quantity that adds is the ratio of reflection to transmission. It is not $1/T$: a perfectly transparent section has $1/T=1$ but must contribute nothing when it is inserted, and $(1-T)/T$ has this property.

A third scatterer is joined to the pair in the same way, with the pair treated as one scatterer of transmission $T_{12}$. If equation (3) has been established for $N-1$ scatterers, joining one more adds its ratio to the sum. By induction,

$$
\frac{1-T}{T}=\sum_{j=1}^{N}\frac{1-T_j}{T_j}.
\tag{4}
$$

The order of the scatterers does not matter. As an illustration, let the transmissions be $0.9$, $0.35$, $0.6$, $0.8$ and $0.5$. The ratios are $0.111$, $1.857$, $0.667$, $0.250$ and $1.000$, with sum $3.885$, so $T=1/(1+3.885)=0.205$. The second scatterer supplies almost half of the sum.

The loss of phase deserves a closer look, because it is tempting to replace it by an average over phases. Consider a single mode and keep the amplitudes. A wave that makes $s$ round trips between two scatterers has an amplitude of modulus $\sqrt{T_1T_2}\,(\sqrt{R_1R_2})^{s}$ and a phase that grows by a fixed angle $\theta$ per round trip. Apart from a common phase factor, the total amplitude is a geometric series, and

$$
T_{12}(\theta)=T_1T_2\left|\sum_{s=0}^{\infty}
\left(\sqrt{R_1R_2}\,e^{i\theta}\right)^s\right|^2
=\frac{T_1T_2}{\left|1-\sqrt{R_1R_2}\,e^{i\theta}\right|^2}.
\tag{5}
$$

Squaring the sum produces products of terms $s$ and $s'$ with the factor $e^{i(s-s')\theta}$. Averaged over all $\theta$ with equal weight, this factor vanishes unless $s=s'$. What remains is $T_1T_2\sum_s(R_1R_2)^s$, which is equation (2). For two scatterers, the phase average of the coherent transmission agrees with the incoherent result.

For three scatterers it does not. Let $\theta_1$ be the round-trip phase in the first gap and $\theta_2$ that in the second. Averaging over $\theta_2$ at fixed $\theta_1$ combines the third scatterer with the coherent pair according to the incoherent rule. With $a=R_3/T_3$ the result is

$$
\frac1{T_{123}}=\frac1{T_{12}(\theta_1)}+a
\quad\Longrightarrow\quad
T_{123}=\frac{T_{12}(\theta_1)}{1+a\,T_{12}(\theta_1)} .
$$

The average over $\theta_1$ is still to be taken. The function $f(x)=x/(1+ax)$ has the derivatives

$$
f'(x)=\frac1{(1+ax)^2},\qquad
f''(x)=-\frac{2a}{(1+ax)^3}<0 ,
$$

provided the third scatterer reflects, so that $a>0$. The graph of $f$ then bends downwards. The average of such a function over a varying argument is smaller than the function of the average. Since $T_{12}(\theta_1)$ varies with $\theta_1$ when both of the first two scatterers reflect, the phase-averaged coherent transmission lies below the incoherent one.

The size of the effect can be seen for three point scatterers with $T_j=1/(1+u_j^2)$ and strengths $u_j=0.8$, $1.1$ and $0.6$, which give $T_j=0.610$, $0.452$ and $0.735$. Multiplying their transfer matrices and averaging over a uniform grid of phases gives $0.351$ for the first two, the same as equation (2). For all three the average is $0.296$, whereas the incoherent law gives $0.312$. For a single mode, equation (4) therefore requires that phase be lost between each neighbouring pair, and an average over the phases of a chain that stays coherent is a different quantity. If there are many modes, mixed at random in each gap, the difference in the transmission per mode of such a short chain shrinks roughly as $1/M$.

Let the scatterers now be equal, each with transmission $T_1$, and let there be $\nu$ of them per unit length. A conductor of length $L$ contains $N=\nu L$, and equation (4) becomes

$$
\frac{1-T}{T}=\nu L\,\frac{1-T_1}{T_1}=\frac Ll,
\qquad l=\frac{T_1}{\nu(1-T_1)} .
\tag{6}
$$

Since $(1-T)/T=1/T-1$, this means $1/T=1+L/l=(L+l)/l$, or

$$
T=\frac{l}{L+l}.
\tag{7}
$$

With $T_1=0.8$ and $\nu=0.05\ \mathrm{nm}^{-1}$, for instance, $l=0.8/(0.05\times0.2)=80$ nm. Forty such scatterers occupy $L=800$ nm and transmit $T=80/880=0.091$.

The length $l$ is the length at which half of the flux gets through. It does not describe exponential decay, and the reason is visible when the scatterers are weak and dense. Then $T_1$ is close to one, and equation (6) gives $1/l\simeq\nu(1-T_1)$, the probability per unit length of being turned back. Let $F_+(x)$ be the flux to the right and $F_-(x)$ the flux to the left. In a short interval $dx$ the right-going stream loses $F_+dx/l$ and gains $F_-dx/l$. The left-going stream gains and loses the same amounts, but it builds up towards smaller $x$. Both therefore obey

$$
\frac{dF_+}{dx}=\frac{dF_-}{dx}=-\frac{F_+-F_-}{l}.
\tag{8}
$$

Subtracting the two equations shows that the net flux $J=F_+-F_-$ is constant, as it must be in a steady state. Both fluxes then fall linearly. Let the flux $F_0$ enter at $x=0$ and nothing enter at $x=L$, so that $F_-(L)=0$ and $F_+(L)=J$. Integration gives $J=F_0-JL/l$, and thus $T=J/F_0=1/(1+L/l)$, which is equation (7). If carriers once turned back could never be turned forward again, the gain term $F_-/l$ would be missing and the forward flux would decay as $e^{-x/l}$. Repeated reversals replace the exponential by a slow algebraic fall.

The linear profile also shows where the voltage drops. With equal mode filling, the mean filling of the states at $x$ is proportional to $(F_++F_-)/2$. Measured in units of $F_0$, the left reservoir has filling $1$ and the right reservoir $0$. Just inside the left end the outgoing flux is $F_-(0)=(1-T)F_0$, so the mean is $1-T/2$. Just inside the right end it is $T/2$. A fraction $T/2$ of the total drop thus occurs at each end, and the fraction $1-T$ is spread uniformly along the conductor.

The resistance separates in the same proportion. Inserting equation (7) in equation (1) and inverting gives

$$
\frac1G=\frac{h}{2e^2M}\,\frac1T
=\frac{h}{2e^2M}+\frac{h}{2e^2M}\,\frac Ll .
\tag{9}
$$

The first part does not depend on $L$. It belongs to the connection between wide reservoirs and a conductor with a limited number of modes, and it is present even without scatterers. The second part is proportional to $L$, as Ohm's law demands. For unequal scatterers, equation (4) replaces $L/l$ by the sum of the ratios $(1-T_j)/T_j$. Each scatterer then has its own resistance $(h/2e^2M)(1-T_j)/T_j$, and the end resistance is counted once for the whole chain. Adding the complete resistances of $N$ separately connected scatterers would count it $N$ times.

## Fixing the length by the Drude conductivity

The first half considered a conductor with $M$ modes per spin and transmission $T$ per mode, so that $G=(2e^2/h)MT$. If phase is lost between neighbouring scatterers and the flux remains equally spread over the modes, then $(1-T)/T$ adds in series, and a uniform conductor of length $L$ has

$$
T=\frac{l}{L+l},\qquad
\frac1G=\frac{h}{2e^2M}\left(1+\frac Ll\right).
\tag{10}
$$

The length $l$ has still to be expressed by the transport mean free path $l_{\rm tr}$. This can be done by requiring that the part of the resistance proportional to $L$ agree with the Drude conductivity.

Both sides of the comparison need a count of states. Let the carriers have an isotropic parabolic band with mass $m$ and Fermi wave number $k_F$. In a strip of width $W$ with periodic transverse conditions, the transverse wave number takes values spaced by $2\pi/W$. A mode can carry current at the Fermi energy if its transverse wave number lies between $-k_F$ and $k_F$. In a three-dimensional wire of cross-section $A$, each transverse mode occupies the area $(2\pi)^2/A$ in the plane of transverse wave vectors, and the allowed ones fill a disc of area $\pi k_F^2$. For many modes,

$$
M_{\rm 2D}=\frac{2k_F}{2\pi/W}=\frac{k_FW}{\pi},\qquad
M_{\rm 3D}=\frac{\pi k_F^2A}{(2\pi)^2}=\frac{k_F^2A}{4\pi}.
\tag{11}
$$

The carrier density counts all occupied states, with a factor two for spin:

$$
n_{\rm 2D}=2\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{2\pi},\qquad
n_{\rm 3D}=2\,\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{k_F^3}{3\pi^2}.
\tag{12}
$$

In the Drude description a field of strength $E$ supplies momentum to each carrier at the rate $eE$, and scattering removes it at the rate $mv_d/\tau_{\rm tr}$, where $v_d$ is the drift velocity. In the steady state $v_d=eE\tau_{\rm tr}/m$, and the current density $nev_d$ gives $\sigma=ne^2\tau_{\rm tr}/m$. With $l_{\rm tr}=v_F\tau_{\rm tr}$ and $mv_F=\hbar k_F$,

$$
\sigma=\frac{ne^2l_{\rm tr}}{\hbar k_F}.
\tag{13}
$$

The time $\tau_{\rm tr}$ measures loss of momentum, not the interval between collisions. If a collision turns the velocity by an angle whose mean cosine is $g$, a fraction $g$ of the original momentum survives on average. The loss rate is the collision rate multiplied by $1-g$. It is smaller than the collision rate when scattering is mainly forward ($g>0$) and larger when it is mainly backward ($g<0$). With $l_0$ the mean distance between collisions, $l_{\rm tr}=l_0/(1-g)$.

On the Landauer side, the length-dependent resistance in equation (10) must equal $L/(\sigma W)$ in two dimensions or $L/(\sigma A)$ in three. Therefore

$$
\sigma_{\rm 2D}=\frac{2e^2}{h}\,\frac{M_{\rm 2D}}{W}\,l
=\frac{2e^2}{h}\,\frac{k_F}{\pi}\,l,\qquad
\sigma_{\rm 3D}=\frac{2e^2}{h}\,\frac{M_{\rm 3D}}{A}\,l
=\frac{2e^2}{h}\,\frac{k_F^2}{4\pi}\,l .
\tag{14}
$$

Now insert the densities (12) in the Drude result (13) and use $1/\hbar=2\pi/h$:

$$
\sigma_{\rm 2D}=\frac{k_F^2}{2\pi}\,\frac{2\pi e^2l_{\rm tr}}{hk_F}
=\frac{2e^2}{h}\,\frac{k_F}{2}\,l_{\rm tr},\qquad
\sigma_{\rm 3D}=\frac{k_F^3}{3\pi^2}\,\frac{2\pi e^2l_{\rm tr}}{hk_F}
=\frac{2e^2}{h}\,\frac{k_F^2}{3\pi}\,l_{\rm tr}.
$$

Equating these to equation (14) gives $l/\pi=l_{\rm tr}/2$ in two dimensions and $l/4=l_{\rm tr}/3$ in three, so

$$
l=\frac{\pi}{2}\,l_{\rm tr}\quad\text{(2D)},\qquad
l=\frac43\,l_{\rm tr}\quad\text{(3D)}.
\tag{15}
$$

The factors have a geometrical meaning. The density measures the volume of the Fermi disc or sphere, and the mode number measures its cross-section. Their ratio, divided by $k_F$, is $\pi k_F^2/(k_F\cdot2k_F)=\pi/2$ for the disc and $(4\pi k_F^3/3)/(k_F\cdot\pi k_F^2)=4/3$ for the sphere.

A kinetic derivation shows what these factors say about directions of motion, and how far equation (10) can be trusted. Let $\mu=\cos\theta$, with $\theta$ the angle between the velocity and the conductor axis, and let $f(x,\mu)$ be the filling of states in the energy window. The side walls are assumed to leave $\mu$ unchanged. The stationary Boltzmann equation is

$$
\mu\,\frac{\partial f}{\partial x}=\frac{Kf-f}{l_0},
\tag{16}
$$

where $K$ replaces the filling in each direction by the filling scattered into it. A constant filling is unchanged, $K1=1$, and the definition of $g$ gives $K\mu=g\mu$. Far from the ends of a long conductor, try

$$
f=c-b\,(x-l_{\rm tr}\,\mu).
$$

The left side of equation (16) is $-b\mu$. On the right, the constant and the term in $x$ drop out, and the last term gives $bl_{\rm tr}(g-1)\mu/l_0=-b\mu$, because $l_{\rm tr}=l_0/(1-g)$. The trial form is a solution.

Let angle brackets denote an average over all directions, and let $\langle\mu\rangle_+$ be the contribution of forward directions to the average of $\mu$, still divided by all directions. In units of the Fermi velocity and the density of states, the net flux is $\langle\mu f\rangle=bl_{\rm tr}\langle\mu^2\rangle$, since $\langle\mu\rangle=0$. A reservoir with filling one sends in the flux $\langle\mu\rangle_+$. The filling falls from one to zero over the conductor, apart from adjustments near the ends. The equation is linear, so each adjustment is proportional to the gradient $b$, and in a long conductor the two ends do not influence each other. The total drop can thus be written $b(L+\delta)=1$, with $\delta$ independent of $L$. Hence

$$
T\simeq\frac{l_{\rm tr}\langle\mu^2\rangle}{\langle\mu\rangle_+\,(L+\delta)},\qquad
\frac{l}{l_{\rm tr}}=\frac{\langle\mu^2\rangle}{\langle\mu\rangle_+},
\tag{17}
$$

where $l$ is defined by the growth of $1/T$ by $1/l$ per unit length. In two dimensions $\langle\mu^2\rangle=1/2$ and $\langle\mu\rangle_+=(2\pi)^{-1}\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta=1/\pi$. In three dimensions $\mu$ is uniformly distributed between $-1$ and $1$, so $\langle\mu^2\rangle=1/3$ and $\langle\mu\rangle_+=\frac12\int_0^1\mu\,d\mu=1/4$. The ratios are again $\pi/2$ and $4/3$. In one dimension they become $1/(1/2)=2$: a reversal changes the momentum by twice its value, so momentum is lost at twice the rate of reversals.

Equation (17) fixes the slope of $1/T$ but does not say that $\delta=l$, which equation (10) would require. The reason lies in equal mode filling. In the interior, the part of the filling that carries current is proportional to $\mu$ and so is largest along the axis. Equal mode filling would make it constant over all forward directions.

The opposite limit shows the difference plainly. Let a slab be so thin that at most one collision matters, and let scattering be isotropic, so that $l_0=l_{\rm tr}$. A carrier with direction $\mu$ travels the distance $L/\mu$ and collides with probability $L/(\mu l_{\rm tr})$; half of the collisions send it back. The incoming flux has weight $\mu$, which cancels the $1/\mu$, and the forward half of all directions has total weight $1/2$. To leading order in $L$,

$$
1-T=\frac12\,\frac{L}{l_{\rm tr}}\,\frac{1/2}{\langle\mu\rangle_+}
=\frac{L}{l_{\rm thin}},\qquad
l_{\rm thin}=4\langle\mu\rangle_+\,l_{\rm tr}.
\tag{18}
$$

This gives $l_{\rm thin}=4l_{\rm tr}/\pi$ in two dimensions and $l_{\rm tr}$ in three, both shorter than the lengths in equation (15). If the modes were mixed afresh after every thin slice, the series law would hold with $l_{\rm thin}$ and the conductivity would fall below the Drude value. For ordinary angular scattering, equation (10) with the Drude-matched $l$ is an interpolation: it has the correct limit $T\to1$ for short conductors and the correct slope of $1/T$ for long ones. In one dimension there is one forward mode, $l_{\rm thin}=l=2l_{\rm tr}$, and the formula solves the Boltzmann problem without approximation.

The error of the interpolation can be found by solving equation (16) numerically. The forward directions are represented by 16 Gauss points, a very thin layer is solved by a midpoint rule, and the layer is repeatedly doubled by summing the bounces between its two halves with all directions kept. For isotropic scattering and eight lengths between $0.25\,l_{\rm tr}$ and $50\,l_{\rm tr}$, equation (10) gives too large a transmission at each length. The largest excess among these lengths, relative to the Boltzmann value, is $2.2\%$ in two dimensions and $3.3\%$ in three; in three dimensions it reaches $3.4\%$ between them, near $L=0.65\,l_{\rm tr}$. For long conductors $\delta=1.637\,l_{\rm tr}$ in two dimensions and $1.421\,l_{\rm tr}$ in three, a little more than $l$. These figures belong to isotropic scattering. Forward-peaked scattering gives a larger excess, about $3\%$ in two dimensions and $5\%$ in three for a Henyey–Greenstein angular distribution with $g=0.9$.

The same calculation isolates the role of the modes. Two three-dimensional slabs, each of length $l_{\rm tr}$, should have a joint ratio $(1-T)/T=1.614$ if their separate ratios add. Joined directly, they have $1.564$. If the flux is redistributed equally over the modes of each direction of travel at the faces of the slabs, the joint ratio becomes $1.614$.

As a worked example, take a two-dimensional strip with $n=3\times10^{15}\ \mathrm{m}^{-2}$, $m=0.1\,m_e$, $l_{\rm tr}=100$ nm, $W=1000$ nm and $L=500$ nm. These are round model values. The Fermi energy is only $7.2$ meV, which corresponds to $83$ K, so the zero-temperature formulas apply only well below that temperature. Equations (11), (12) and (15) give

$$
k_F=\sqrt{2\pi n}=0.1373\ \mathrm{nm}^{-1},\quad
M=\frac{0.1373\times1000}{\pi}=43.7,\quad
l=\frac\pi2\times100\ \mathrm{nm}=157.1\ \mathrm{nm}.
$$

The transmission is $T=157.1/(500+157.1)=0.239$. With $2e^2/h=77.48\ \mu\mathrm{S}$, the conductance is $77.48\ \mu\mathrm{S}\times43.7\times0.239$, or $0.81$ mS. The two parts of the resistance are

$$
\frac{h}{2e^2M}=295\ \Omega,\qquad
\frac{h}{2e^2M}\,\frac Ll=295.3\ \Omega\times\frac{500}{157.1}=940\ \Omega,
$$

with sum $1235\ \Omega$. The Drude route uses $\tau_{\rm tr}=ml_{\rm tr}/(\hbar k_F)=629$ fs and $\sigma=ne^2\tau_{\rm tr}/m=5.32\times10^{-4}$ S, and $L/(\sigma W)$ is again $940\ \Omega$. Drude's conductivity alone would omit the end resistance, which is $295\ \Omega$ in equation (10). Choosing $l=l_{\rm tr}$ would instead give $295\ \Omega\times(1+5)=1770\ \Omega$, about $43\%$ above the result with the matched length.

For isotropic scattering the Boltzmann transmission of this strip is $0.237$, so the interpolation is $1.0\%$ too high. The difference lies in the end part, which is $308\ \Omega$ in the Boltzmann solution instead of $295\ \Omega$. The mode number has been left as the smooth value $43.7$. A real strip has an integer number of modes, and a change of $0.7$ in $M$ would alter the end resistance $h/2e^2M$ by $1.6\%$. If $\sigma$ is held at its bulk value, the ohmic part $L/(\sigma W)$ stays the same and the total resistance changes by about $0.016\times295/1235$, or $0.4\%$. This estimate covers the end resistance only. With so few modes, $\sigma$ itself can differ from the bulk value, because it depends on the velocities and scattering rates of the individual modes.

For a three-dimensional wire take $n=10^{28}\ \mathrm{m}^{-3}$, $m=m_e$, $l_{\rm tr}=20$ nm, a cross-section of $50\ \mathrm{nm}\times50\ \mathrm{nm}$ and $L=100$ nm. Then $k_F=(3\pi^2n)^{1/3}=6.665\ \mathrm{nm}^{-1}$ and $M=6.665^2\times2500/(4\pi)=8.84\times10^3$. The matched length is $l=\frac43\times20=26.7$ nm, which gives $T=26.7/126.7=0.211$. The end part of the resistance is $1.46\ \Omega$ and the ohmic part is $1.4604\ \Omega\times100/26.67=5.48\ \Omega$, together $6.94\ \Omega$, or $G=144$ mS. The Boltzmann transmission for isotropic scattering is $0.208$, and the interpolation exceeds it by $1.4\%$. Counting the modes between hard walls gives $M=8737$, which is $1.1\%$ fewer and would raise the end part to $1.48\ \Omega$.

These numbers assume smooth side walls. The wire is just $2.5\,l_{\rm tr}$ wide, so walls that scatter carriers in all directions would add a resistance that the bulk value of $l_{\rm tr}$ does not contain. They also assume that phase is lost between scatterers. Where it survives over many of them, neither the series law nor the Drude conductivity includes the interference that results. In a coherent conductor much shorter than $Ml$ this changes the conductance by an amount of order $e^2/h$. That is negligible for the wire but a few per cent for the strip, whose conductance is about ten times $2e^2/h$.
